# When ruthenium loses its grain-boundary advantage over copper

**Problem.** Copper and ruthenium conductors have the same mean grain size $D$. The products of bulk resistivity and mean free path, $A=\rho_0\lambda$, are

$$A_{\rm Cu}=6.7\times10^{-16}\ \Omega\,\mathrm{m^2},\qquad A_{\rm Ru}=5.14\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

In the units used below these are 67.0 and 51.4 µΩ cm nm. A grain boundary in copper reflects an electron that arrives at normal incidence with probability $R_{\rm Cu}=0.20$. At equal reflection, ruthenium has the smaller resistivity added by grain boundaries. Up to what reflection $R_{\rm Ru}$ does it keep this advantage? Use the Mayadas–Shatzkes model in its weak grain-boundary limit.

## A tempting solution

Each boundary sends back a fraction $R$ of the electrons, and there are $1/D$ boundaries per unit length. The added resistivity should therefore be proportional to $AR/D$. Setting the two additions equal at the same $D$ gives

$$A_{\rm Ru}R_{\rm Ru}=A_{\rm Cu}R_{\rm Cu}
\quad\Longrightarrow\quad
R_{\rm Ru}=\frac{6.7}{5.14}\times0.20=0.261 .$$

## Where it fails

The fault is the proportionality to $R$. A warning sign appears if $R_{\rm Cu}$ is raised to 0.8: the same rule gives $R_{\rm Ru}=1.04$, which is not a probability.

In the model, the strength of a boundary enters through the ratio of reflection to transmission, $R/(1-R)$. The weak limit requires the combination

$$\alpha=\frac{\lambda}{D}\,\frac{R}{1-R}$$

to be small. That permits an expansion in $\alpha$, but it does not permit replacing $1-R$ by 1 inside $\alpha$. At $R=0.20$ the omitted factor $1/(1-R)$ is already 1.25, and it is larger still for the more reflective ruthenium boundary, so it does not cancel from the comparison.

## The right solution

**One boundary.** Take the boundaries as parallel planes perpendicular to the current, and represent each by a thin barrier $S\,\delta(x)$. Let $k$ be the wavenumber normal to the plane. The wave is $e^{ikx}+re^{-ikx}$ on the left and $te^{ikx}$ on the right. Continuity gives $1+r=t$. Integrating the Schrödinger equation across the barrier gives the jump in slope:

$$ikt-ik(1-r)=\frac{2mS}{\hbar^2}\,t .$$

Substituting $r=t-1$ turns the left side into $2ik(t-1)$. With $\beta=mS/(\hbar^2k)$, it follows that

$$t=\frac{1}{1+i\beta},\qquad r=t-1=\frac{-i\beta}{1+i\beta},\qquad \frac{|r|^2}{|t|^2}=\beta^2 .$$

An electron at the Fermi energy whose velocity makes an angle $\theta$ with the boundary normal has $k=k_Fu$, where $u=|\cos\theta|$. Hence

$$\frac{R(u)}{1-R(u)}=\frac{s^2}{u^2},\qquad s^2=\frac{R}{1-R},$$

where $R$ without an argument is the value at normal incidence, $u=1$.

**Many boundaries.** Ignore interference between planes, and follow an electron of fixed $u$ from one plane to the next. Its steps are $\pm D$. At each plane the direction is kept with probability $1-R(u)$ and reversed with probability $R(u)$, so the directions of two steps $n$ apart have correlation $[1-2R(u)]^n$. For many steps $N$, the mean square displacement is

$$\langle x^2\rangle= ND^2\left[1+2\sum_{n=1}^{\infty}(1-2R(u))^n\right]
= ND^2\left[1+\frac{1-2R(u)}{R(u)}\right]
= ND^2\,\frac{1-R(u)}{R(u)} .$$

The elapsed time is $ND/v_x$, with $v_x=v_Fu$. Since $\langle x^2\rangle$ equals twice the diffusion constant times the time, the diffusion constant is $v_xD[1-R(u)]/[2R(u)]$. A velocity that relaxes at rate $\Gamma$ has diffusion constant $v_x^2/\Gamma$. Equating the two expressions gives

$$\Gamma(u)=\frac{2v_x}{D}\,\frac{R(u)}{1-R(u)}=\frac{2v_F}{D}\,\frac{s^2}{u}.$$

The transmission in the denominator comes from repeated reflections: a reflected electron returns to the previous plane and may be turned round again.

**Adding bulk scattering.** The model adds this rate to the bulk rate $1/\tau$. With $\lambda=v_F\tau$,

$$\frac1{\tau(u)}=\frac1\tau\left(1+\frac{\alpha}{u}\right),\qquad \alpha=c\,\frac{\lambda}{D}\,\frac{R}{1-R}.$$

The count above gives $c=2$, whereas the standard Mayadas–Shatzkes definition has $c=1$. I use $c=1$ for the numbers. The factor is common to both metals and cancels from the weak-limit threshold. It does not cancel from the added resistivities themselves, which double in the weak limit for $c=2$, nor from a comparison that includes another mechanism such as surface scattering.

**Average over directions.** For a spherical Fermi surface, each direction contributes to the conductivity in proportion to $v_x^2\tau(u)$, that is, to $u^2\tau(u)$. Dividing by the bulk average, for which $\int_0^1u^2du=1/3$, gives

$$\frac{\sigma}{\sigma_0}=3\int_0^1\frac{u^3}{u+\alpha}\,du .$$

Polynomial division gives $u^3/(u+\alpha)=u^2-\alpha u+\alpha^2-\alpha^3/(u+\alpha)$, so

$$\frac{\sigma}{\sigma_0}=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\!\left(1+\frac1\alpha\right).$$

For small $\alpha$, write this as $1-\varepsilon$ with $\varepsilon=3\alpha/2-3\alpha^2+\dots$. The resistivity ratio is then $1+\varepsilon+\varepsilon^2+\dots$, and the quadratic terms combine as $-3\alpha^2+9\alpha^2/4$:

$$\frac{\rho}{\rho_0}=1+\frac{3\alpha}{2}-\frac{3\alpha^2}{4}+\dots$$

The leading addition is therefore

$$\boxed{\Delta\rho=\frac32\,\frac{\rho_0\lambda}{D}\,\frac{R}{1-R}}$$

**The threshold.** At equal $D$, the factors $3/2$ and $1/D$ cancel. Equal additions require

$$\frac{R_{\rm Ru}}{1-R_{\rm Ru}}=\frac{A_{\rm Cu}}{A_{\rm Ru}}\,\frac{R_{\rm Cu}}{1-R_{\rm Cu}}
=1.3035\times0.2500=0.3259 .$$

If $x=R/(1-R)$, then $x-xR=R$, so $R=x/(1+x)$. Thus

$$R_{\rm Ru}=\frac{0.3259}{1.3259}=0.246 .$$

Because $R/(1-R)$ increases with $R$, ruthenium has the smaller addition below this value and the larger one above it.

For a general copper reflection, the same algebra gives

$$R_{\rm Ru}=\frac{A_{\rm Cu}R_{\rm Cu}}{A_{\rm Ru}(1-R_{\rm Cu})+A_{\rm Cu}R_{\rm Cu}} .$$

As $R_{\rm Cu}\to0$ this becomes $1.30\,R_{\rm Cu}$, the tempting rule in its proper regime. As $R_{\rm Cu}\to1$ it tends to 1, so the threshold remains a probability.

## A 20 nm example

Take $D=20$ nm and rough room-temperature bulk resistivities of 1.7 µΩ cm for copper and 7.8 µΩ cm for ruthenium. The copper addition is

$$\Delta\rho_{\rm Cu}=\frac{1.5\times67.0\times0.25}{20}=1.256\ \mu\Omega\,\mathrm{cm}.$$

For ruthenium, the same formula gives 0.964 µΩ cm at $R=0.20$, 1.256 at the threshold and 1.652 at $R=0.30$. The initial advantage of 0.29 µΩ cm has become a deficit of 0.40 µΩ cm.

This comparison concerns the added part alone. With $R=0.20$ in both metals, the full angular law gives total resistivities of 2.87 µΩ cm for copper and 8.74 µΩ cm for ruthenium (4.01 and 9.65 with $c=2$). The larger bulk resistivity of ruthenium far outweighs its smaller grain-boundary term.

**Is the weak limit justified here?** The mean free paths are $67.0/1.7=39.4$ nm and $51.4/7.8=6.59$ nm. They give $\alpha=0.493$ for copper and 0.107 for ruthenium at the threshold, so copper is not well inside the weak regime. The full angular law lowers its addition from 1.256 to 1.174 µΩ cm and moves the threshold to 0.239.

The sign of this shift follows from the term $-3\alpha^2/4$, which reduces the copper addition by the larger fraction. Its size does not. To that order, $x=R_{\rm Ru}/(1-R_{\rm Ru})$ changes by $-0.3259\,(0.493-0.107)/2=-0.063$, which would put the threshold near 0.21. The expansion is too slow at $\alpha\approx0.5$, and the full law is needed.

The opposite limit shows why the full shift can remain modest. For $\alpha\gg1$, the integral tends to $3\int_0^1(u^3/\alpha)\,du=3/(4\alpha)$, so $\Delta\rho\to(4/3)\rho_0\alpha$. This is again proportional to $AR/[(1-R)D]$, with a coefficient of $4/3$ in place of $3/2$. If both metals were in that regime, the leading-order threshold would return to 0.246. With $c=2$ at 20 nm, the full law gives 0.2385, almost the same as the 0.2388 found with $c=1$.

## How far to trust the threshold in a real line

A reflection probability found by fitting a transport model to measured resistivities depends on how the other scattering is treated. The changes below are made one at a time.

- **Temperature.** In the free-electron model, $\rho_0=m/(ne^2\tau)$ and $\lambda=v_F\tau$, so $\rho_0\lambda=mv_F/(ne^2)$ does not contain $\tau$. For a fixed $R_{\rm Cu}$, the weak threshold is then independent of temperature. With bulk resistivities scaled in proportion to temperature from 298 to 378 K, the full-law threshold is 0.239, essentially unchanged.

- **Bulk scattering between boundaries.** For ruthenium here $\lambda$ is shorter than $D$, so a reflected electron is likely to be scattered before it reaches the previous plane. The ratio $R/(1-R)$ survives this. At fixed $u$, let $n_\pm$ be the densities of right- and left-moving electrons just before a plane, and $n'_\pm$ those just beyond it. A steady current requires $n_+-n_-=n'_+-n'_-=j$, and the plane gives $n'_+=[1-R(u)]n_++R(u)n'_-$. Solving, $n_+-n'_-=j/[1-R(u)]$, so the total density drops across the plane by $2jR(u)/[1-R(u)]$, whatever happens between planes. Treating every encounter as independent, with the rate $2v_xR(u)/D$, misses this build-up of electrons and would give a weak-limit threshold of 0.277. Bulk scattering does change $u$ between planes, so the proportionality to $R/(1-R)$ holds only approximately after the average over directions. A Boltzmann solution with isotropic bulk scattering between periodic planes puts the threshold at 0.247 in the weak limit and at 0.244 for $D=20$ nm.

- **Surfaces.** In a film of thickness $d$ with fully diffuse surfaces, an electron leaves a surface without drift and regains it over a mean free path. Let $u$ now be measured from the film normal. At a distance $z$ from the surface it left, its drift is the bulk value multiplied by $1-e^{-z/(\lambda u)}$. Averaging over depth, with $\kappa=\lambda/d$, gives
$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\left[1-\kappa u\left(1-e^{-1/(\kappa u)}\right)\right]du .$$
For $d=20$ nm this adds 1.536 µΩ cm to copper and 1.089 to ruthenium. If these are simply summed with the full grain-boundary terms, the total additions become equal at $R_{\rm Ru}=0.304$ for $c=1$ and at 0.273 for $c=2$, since $c$ scales only the grain-boundary terms. A line has four walls rather than two: for a square cross-section of side 20 nm the surface additions are about 3.2 and 2.2 µΩ cm, and the same sum gives 0.37 for $c=1$ and 0.31 for $c=2$. This answers a broader question, in which ruthenium's smaller surface term offsets more reflective boundaries.

- **Grain size and crystal direction.** Making the ruthenium grains 10% smaller lowers the weak threshold to 0.227. Ruthenium is hexagonal, so its product $\rho_0\lambda$ can depend on the current direction, and its Fermi surface is far from spherical, so the factor $3/2$ need not be the same in both metals. A trial reduction of 25% raises the threshold to 0.303.

The trial anisotropy moves the threshold by almost 0.06 from the weak value. Diffuse surfaces move it by between 0.03 and 0.13 in the cases above, depending on the geometry and on $c$. The figure 0.246 is therefore the answer for equal grains in the weak model, while a choice between real lines needs the measured grain structure and the total resistance, including the effect of any cross-section taken up by barrier and liner layers.

## Values computed for the example and the checks

```
INPUTS
Product rho0*lambda, Cu: 67.0 micro-ohm cm nm
Product rho0*lambda, Ru: 51.4 micro-ohm cm nm
Rough bulk resistivity, Cu: 1.7 micro-ohm cm
Rough bulk resistivity, Ru: 7.8 micro-ohm cm
Grain size, both metals: 20.0 nm
Reflection, Cu: 0.20
WEAK-MODEL THRESHOLD
Product ratio Cu/Ru: 1.3035
R/(1-R), Cu: 0.2500
R/(1-R), Ru at threshold: 0.3259
Ru threshold reflection: 0.2458
Threshold if 1/(1-R) is also dropped: 0.2607
EXAMPLE AT THE GIVEN GRAIN SIZE
Mean free path, Cu: 39.4 nm
Mean free path, Ru: 6.59 nm
alpha, Cu: 0.493
alpha, Ru at threshold: 0.107
Weak added resistivity, Cu: 1.256 micro-ohm cm
Weak added resistivity, Ru at R=0.2000: 0.964 micro-ohm cm
Weak added resistivity, Ru at R=0.2458: 1.256 micro-ohm cm
Weak added resistivity, Ru at R=0.3000: 1.652 micro-ohm cm
Full added resistivity, Cu: 1.174 micro-ohm cm
Full added resistivity, Ru at R=0.20: 0.940 micro-ohm cm
Full total resistivity, Cu: 2.87 micro-ohm cm
Full total resistivity, Ru at R=0.20: 8.74 micro-ohm cm
RU THRESHOLD WITH NEGLECTED EFFECTS
Full angular law, c=1: 0.2388
Full angular law, c=2: 0.2385
Full law at 378 K (bulk scaled from 298 K): 0.2391
Independent boundary encounters, weak limit: 0.2771
Surface addition, Cu film: 1.536 micro-ohm cm
Surface addition, Ru film: 1.089 micro-ohm cm
Full law plus diffuse film surfaces: 0.3037
Weak law, Ru grains 10% smaller: 0.2268
Weak law, Ru product 25% lower (trial): 0.3029
```
